# No inverted region in the current at a wide-band metal electrode

**The argument under review.** The manuscript considers a redox molecule held near a metal electrode and driven towards reduction. It takes the Marcus barrier \((\lambda+\Delta G)^2/4\lambda\), with \(\lambda\) the reorganization energy, and sets \(\Delta G=-x\), where \(x\) is the elementary charge times the cathodic overpotential. The barrier vanishes at \(x=\lambda\) and grows again beyond it. The manuscript concludes that the reduction current must pass through a maximum at \(x=\lambda\), and proposes to read \(\lambda\) from the position of that maximum.

The barrier formula is sound. The error is in the substitution \(\Delta G=-x\), which assigns every transferred electron the Fermi energy. A metal offers electrons over a continuous range of energies, and the rate is a sum over all of them. The question is whether that sum also falls.

## One channel at a time

Let \(\varepsilon\) be the energy of a metal electron measured from the Fermi level, and let \(x=0\) be the formal potential, where transfer from the Fermi level has \(\Delta G=0\). The full change of potential is assumed to act between metal and molecule. Taking an electron from \(\varepsilon\) then gives \(\Delta G=-(x+\varepsilon)\).

Describe the environment by a classical harmonic coordinate \(q\), with free energies

\[
U_{\rm ox}=\lambda q^2,\qquad U_{\rm red}=\lambda(q-1)^2-x-\varepsilon .
\]

Equating them and cancelling \(\lambda q^2\) gives \(0=-2\lambda q+\lambda-x-\varepsilon\). The crossing is at \(q^\ddagger=(\lambda-x-\varepsilon)/2\lambda\), and the barrier from the oxidized minimum is

\[
\lambda (q^\ddagger)^2=\frac{(\lambda-x-\varepsilon)^2}{4\lambda}.
\]

Each channel therefore does have an inverted region. The channel without a barrier, however, moves with the potential: it lies at \(\varepsilon^*=\lambda-x\).

This also limits a tempting short reply to the manuscript, that states below the Fermi level always offer an activationless channel. For \(x<\lambda\), \(\varepsilon^*\) lies above the Fermi level, where few electrons are available. It lies among the occupied states once \(x>\lambda\).

## Summing the channels

At fixed \(q\), the molecular orbital is resonant with the metal energy that makes the two free energies equal:

\[
\varepsilon_a(q)=\lambda(1-2q)-x .
\]

Let \(V\) be the coupling to a metal state, \(\rho\) the density of metal states for one spin, and \(\Gamma=2\pi V^2\rho\). We treat one accepting orbital of one spin. The golden rule fills it at the rate \(\Gamma f(\varepsilon_a)/\hbar\), where \(f(\varepsilon)=1/(e^{\varepsilon/kT}+1)\) is the Fermi function. Well below the Fermi level \(f\approx1\), and the filling rate no longer depends on depth.

That last point carries the argument, so it was tested by exact propagation of an empty level coupled to a discretized band. With filling at \(\Gamma f/\hbar\) and emptying at \(\Gamma(1-f)/\hbar\), the occupation \(n\) obeys \(\dot n=\Gamma(f-n)/\hbar\), so a deep level should reach \(1-e^{-1}=0.632\) after a time \(\hbar/\Gamma\). With \(\Gamma=4\) meV, constant over a band from \(-2\) to \(+2\) eV, the propagation gives 0.629 at 0.30 eV below the Fermi level and 0.631 at 0.60 eV below. The small deficit grows with \(\Gamma\) relative to the depth of the level. The test takes \(\Gamma\) as independent of energy; that assumption is relaxed further on.

Now assume that the coupling is weak enough for \(q\) to stay in thermal equilibrium while transfer proceeds. In the oxidized well the weight \(e^{-\lambda q^2/kT}\) gives \(q\) mean zero and variance \(kT/2\lambda\). Since \(\varepsilon_a\) is linear in \(q\) with slope \(-2\lambda\), it is Gaussian with mean \(\lambda-x\) and variance

\[
\sigma^2=4\lambda^2\,\frac{kT}{2\lambda}=2\lambda kT .
\]

Let \(G\) be the normalized Gaussian of mean zero and this variance. If \(\Gamma\) is independent of energy and the occupied band is deep, the rate constant per oxidized molecule is

\[
k_{\rm red}(x)=\frac{\Gamma}{\hbar}S(x),\qquad
S(x)=\int_{-\infty}^{\infty} f(\varepsilon)\,G(\varepsilon-\lambda+x)\,d\varepsilon .
\]

The exponent in \(G\) is \(-(\lambda-x-\varepsilon)^2/4\lambda kT\), which is minus the Marcus barrier over \(kT\). The integral is thus the sum over Marcus channels that the manuscript omitted.

## Why the sum does not fall

Substitute \(u=\varepsilon+x\), so that \(x\) appears in the Fermi function alone:

\[
S(x)=\int f(u-x)\,G(u-\lambda)\,du .
\]

Differentiating and then returning to \(\varepsilon\) gives

\[
\frac{dS}{dx}=\int[-f'(\varepsilon)]\,G(\varepsilon-\lambda+x)\,d\varepsilon>0,
\]

because both factors are positive. As \(x\to\infty\), \(f(u-x)\to1\) at every fixed \(u\), so \(S\to1\). Within this model the rate constant rises towards \(\Gamma/\hbar\) and has no maximum.

The plateau is not reached at \(x=\lambda\). For any \(y\),

\[
S(\lambda+y)=\int f(\varepsilon)G(\varepsilon+y)\,d\varepsilon,\qquad
S(\lambda-y)=\int f(\varepsilon)G(\varepsilon-y)\,d\varepsilon .
\]

Replacing \(\varepsilon\) by \(-\varepsilon\) in the second integral, and using that \(G\) is even, turns it into \(\int f(-\varepsilon)G(\varepsilon+y)\,d\varepsilon\). Since \(f(\varepsilon)+f(-\varepsilon)=1\), the two add up to \(\int G\,d\varepsilon=1\). Setting \(y=0\) gives \(S(\lambda)=1/2\): where the manuscript expects a maximum, the rate constant is half its limit.

The bell-shaped Marcus curve survives in the slope. The expression for \(dS/dx\) is \(G\) smeared by the narrow, even function \(-f'\), and the result is centred at \(x=\lambda\). The variances add. That of \(-f'\) follows by parts and by expanding \(f\) in powers of \(e^{-\varepsilon/kT}\):

\[
2\int_0^\infty\varepsilon^2(-f')\,d\varepsilon
=4\int_0^\infty\varepsilon f\,d\varepsilon
=4(kT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}
=\frac{\pi^2(kT)^2}{3}.
\]

Approximating the smeared curve by a Gaussian of the same variance gives

\[
S(x)\approx\Phi\!\left(\frac{x-\lambda}{s}\right),\qquad s^2=\sigma^2+\frac{\pi^2(kT)^2}{3},
\]

with \(\Phi\) the cumulative normal distribution. For the numerical case below it lies within \(10^{-3}\) of \(S\) at the points tested between 0.6 and 1.6 eV, and even at \(x=0\) it gives \(6.0\times10^{-5}\) against the integrated \(6.2\times10^{-5}\). It must fail at large negative \(x\): the relations derived below for the reverse reaction give \(S(-x)=e^{-x/kT}S(x)\), an exponential tail rather than a Gaussian one.

## Where the extra driving energy goes

Differentiating \(G\) instead of \(f\) brings down the factor \((\lambda-x-\varepsilon)/2\lambda kT\). The transfer coefficient is therefore

\[
\alpha=kT\,\frac{d\ln S}{dx}=\frac{\lambda-x-\langle\varepsilon\rangle}{2\lambda},
\]

where \(\langle\varepsilon\rangle\) is the mean energy of the transferred electrons, weighted by \(fG\). At \(x=0\) this weight is proportional to \(e^{-\varepsilon^2/4\lambda kT}/\cosh(\varepsilon/2kT)\), which is even, so \(\langle\varepsilon\rangle=0\) and \(\alpha=1/2\). Far beyond \(\lambda\), \(f\approx1\) across the whole Gaussian, so \(\langle\varepsilon\rangle\to\lambda-x\) and \(\alpha\to0\). The environment then receives on average \(x+\langle\varepsilon\rangle\to\lambda\), whatever the overpotential. The remainder, \(x-\lambda\), is left in the metal as the energy of a hole below the Fermi level.

## The reverse reaction

In the reduced well \(q\) is centred at 1, so \(\varepsilon_a\) has mean \(-\lambda-x\), and the orbital empties into vacant metal states:

\[
k_{\rm ox}(x)=\frac{\Gamma}{\hbar}\int[1-f(\varepsilon)]\,G(\varepsilon+\lambda+x)\,d\varepsilon .
\]

The difference of squares \((\varepsilon+x+\lambda)^2-(\varepsilon+x-\lambda)^2=4\lambda(\varepsilon+x)\) gives \(G(\varepsilon+\lambda+x)=e^{-(\varepsilon+x)/kT}G(\varepsilon-\lambda+x)\). Also \(1-f=e^{\varepsilon/kT}f\). The factors containing \(\varepsilon\) cancel, leaving \(k_{\rm ox}=e^{-x/kT}k_{\rm red}\). At strong cathodic driving the back reaction cannot produce the missing fall.

Replacing \(\varepsilon\) by \(-\varepsilon\) in the same integral gives \(k_{\rm ox}(-x)=k_{\rm red}(x)\). Oxidation saturates too, but through empty states above the Fermi level.

## A numerical case

Take the round values \(\lambda=0.80\) eV, \(T=298.15\) K and \(\Gamma=10^{-10}\) eV. Then \(kT=0.0257\) eV, \(\sigma=\sqrt{2(0.80)(0.0257)}\approx0.203\) eV, \(s=0.208\) eV, and the plateau is \(\Gamma/\hbar=1.52\times10^5\) s\(^{-1}\).

The table compares the metal with the manuscript's assumption of a single donor level at the Fermi energy. The metal rate is relative to its plateau, the single-level rate to its own peak.

| \(x\) (eV) | Metal, \(S\) | Single level | \(\langle\varepsilon\rangle\) (eV) |
|---|---|---|---|
| 0.4 | 0.027 | 0.143 | −0.055 |
| 0.8 | 0.500 | 1.000 | −0.158 |
| 1.2 | 0.973 | 0.143 | −0.413 |
| 1.6 | 0.9999 | 0.00042 | −0.800 |

At \(x=1.2\) eV the single level faces a barrier \((0.80-1.2)^2/(4\times0.80)=0.050\) eV, hence the factor \(e^{-0.050/0.0257}\approx0.143\). For the metal, \(\Phi(0.40/0.208)\approx0.973\). The metal reaches 99% of its plateau at \(x=1.28\) eV, well past \(\lambda\).

## When a fall can return

**A shallow occupied band.** Suppose the occupied states end at \(-W\), with \(W\gg kT\). The part of the integral below \(-W\), where \(f\approx1\), must be removed:

\[
S_W(x)\approx\Phi\!\left(\frac{x-\lambda}{s}\right)-\Phi\!\left(\frac{x-\lambda-W}{\sigma}\right).
\]

For \(s\approx\sigma\) the slopes of the two terms cancel midway between their centres, at \(x\approx\lambda+W/2\). With \(W=0.60\) eV this predicts a maximum at 1.10 eV, and direct integration agrees. There \(S_W=0.856\); it drops to 0.162 at 1.6 eV. For this \(W\), about \(3\sigma\), the fall begins when the activationless level is about halfway down the occupied states. For \(W\gg\sigma\) the maximum is a flat plateau, and the second term reaches 1% only at \(x\approx\lambda+W-2.3\sigma\), which is 5.3 eV for \(W=5\) eV. An occupied band several eV deep, as in ordinary metals, therefore gives no visible fall at accessible overpotentials. At \(x=\lambda+W=1.4\) eV it reaches the bottom of the band and \(S_W=0.498\); beyond that point every occupied channel is in its inverted region.

**Energy-dependent coupling.** If \(\Gamma(\varepsilon)=\Gamma_0(1+a\varepsilon)\) stays positive over the energies sampled, then far beyond \(\lambda\) the Gaussian average gives \(k_{\rm red}\approx\Gamma_0[1+a(\lambda-x)]/\hbar\). For \(a=0.20\) eV\(^{-1}\) the rate at \(x=1.6\) eV is 0.84 of \(\Gamma_0/\hbar\). The rate then passes through a maximum, near \(x=1.24\) eV, and the decline is gentle only because \(a\) is small. For \(\Gamma=\Gamma_0e^{a\varepsilon}\) with \(a=2\) eV\(^{-1}\) the maximum lies near 1.03 eV and the rate at 1.6 eV is 0.42 of it. Such a maximum is set by the metal and its coupling and not by a Marcus barrier, and its position depends on \(a\).

**Quantum vibrations** do not restore the fall. For a mode of frequency \(\omega\), energy conservation reads \(x+\varepsilon=p\hbar\omega\), with \(p\) the net number of quanta gained, and

\[
S(x)=\sum_p w_p\,f(p\hbar\omega-x).
\]

The weights \(w_p\) are thermally averaged squared overlaps of the vibrational states. They do not depend on \(x\) and sum to 1 by completeness. Every term rises with \(x\), so \(S\) again rises to 1. The half-value at \(\lambda\) is less robust, since it used the symmetry of the Gaussian: a single mode with \(\hbar\omega=0.20\) eV that carries the whole \(\lambda=0.80\) eV gives \(S(\lambda)=0.531\). Its slope has separate peaks at multiples of \(\hbar\omega\), equally high at 0.6 and 0.8 eV, so the steepest point no longer marks \(\lambda\).

The derivation does not cover strong coupling, or a metal driven out of equilibrium. It also concerns a rate constant: a measured current can still fall because the oxidized species is depleted or arrives too slowly by diffusion.

## Requested revision

The predicted maximum should be withdrawn, and its absence should not be read as evidence against Marcus theory. Under the assumptions made here, \(\lambda\) can be read from the value of \(x\) at which \(k_{\rm red}\) reaches half its plateau, or at which its slope against potential is greatest. These assumptions are a flat \(\Gamma\), a deep band, a classical harmonic environment with the same curvature in both wells, one accepting orbital of one spin, transfer slow enough for \(q\) to stay in equilibrium, and the full change of potential acting between metal and molecule. If the curvatures differ, the half-plateau of reduction lies close to the reorganization energy on the reduced surface, that of oxidation close to the one on the oxidized surface, and \(\alpha(0)\neq1/2\). The numerical check checks the main relations numerically.

## Numbers as computed

```
temperature = 298.15 K, kT = 0.02569 eV
reorganization energy lam = 0.80 eV
Gamma = 1.0e-10 eV, plateau k_max = 1.5193e+05 1/s
sigma = 0.2028 eV, s = 0.2080 eV
Level filling after time hbar/Gamma, exact propagation:
  test Gamma = 0.004 eV, 1-1/e = 0.6321
  level -0.60 eV: filling 0.6307, golden rule 0.6321
  level -0.30 eV: filling 0.6293, golden rule 0.6321
  level -0.02 eV: filling 0.4234, golden rule 0.4332
  level +0.30 eV: filling 0.0026, golden rule 0.0000
Metal: x (eV), S, k_red (1/s), alpha, mean electron energy (eV)
  x=0.0  S=6.1664e-05  k=9.3684e+00  alpha=0.5000  mean=+0.0000
  x=0.2  S=1.9748e-03  k=3.0002e+02  alpha=0.3908  mean=-0.0253
  x=0.4  S=2.7267e-02  k=4.1425e+03  alpha=0.2844  mean=-0.0550
  x=0.6  S=1.6812e-01  k=2.5542e+04  alpha=0.1846  mean=-0.0953
  x=0.8  S=5.0000e-01  k=7.5963e+04  alpha=0.0986  mean=-0.1577
  x=1.0  S=8.3188e-01  k=1.2638e+05  alpha=0.0373  mean=-0.2597
  x=1.2  S=9.7273e-01  k=1.4778e+05  alpha=0.0080  mean=-0.4128
  x=1.4  S=9.9803e-01  k=1.5163e+05  alpha=0.0008  mean=-0.6012
  x=1.6  S=9.9994e-01  k=1.5192e+05  alpha=0.0000  mean=-0.8000
Single level at Fermi energy: barrier (eV), rate/peak rate
  x=0.0  barrier=0.2000  rate/peak=4.1620e-04
  x=0.2  barrier=0.1125  rate/peak=1.2542e-02
  x=0.4  barrier=0.0500  rate/peak=1.4283e-01
  x=0.6  barrier=0.0125  rate/peak=6.1476e-01
  x=0.8  barrier=0.0000  rate/peak=1.0000e+00
  x=1.0  barrier=0.0125  rate/peak=6.1476e-01
  x=1.2  barrier=0.0500  rate/peak=1.4283e-01
  x=1.4  barrier=0.1125  rate/peak=1.2542e-02
  x=1.6  barrier=0.2000  rate/peak=4.1620e-04
k_ox/k_red at x = 0.2 eV: 4.1620e-04
steepest rise at x = 0.800 eV, slope dS/dx = 1.9183 1/eV
99% of plateau at x = 1.2841 eV
Narrow band, occupied depth W = 0.60 eV:
  maximum at x = 1.1020 eV, S_W = 0.8559
  x=0.8 eV  S_W=4.9846e-01
  x=1.4 eV  S_W=4.9803e-01
  x=1.6 eV  S_W=1.6190e-01
  x=2.0 eV  S_W=1.5417e-03
Sloped coupling, a = 0.20 1/eV, rate/(Gamma0/hbar):
  x=1.2 eV  rate=0.8924  Gamma(lam-x)/Gamma0=0.9200
  x=1.6 eV  rate=0.8399  Gamma(lam-x)/Gamma0=0.8400
  x=2.0 eV  rate=0.7600  Gamma(lam-x)/Gamma0=0.7600
Soft mode 0.01 eV: largest |S_quantum-S| = 1.42e-03
Stiff mode 0.20 eV: S at x=lam 0.5311, at x=3.0 eV 0.999988
```
